# Steepest swing, average swing and the supply voltage of a transistor

## Question

I am comparing two n-type transistors made from the same graphene nanoribbon. One is a conventional device, in which electrons pass over a barrier. The other is a tunnel transistor, in which they pass from the valence band of a p-doped source into the conduction band of the channel. At 300 K the conventional device cannot do better than about 60 mV per decade of current. The model transfer curve of the tunnel device has a point at about 22 mV per decade.

I need an off-current of 0.1 nA and an on-current of 1 µA per ribbon, which is four decades. May I conclude that the tunnel device will run from a much lower supply, perhaps $4\times22\approx 90$ mV? If not, which number should I take from the curve?

## Answer

You may not conclude that. The product of four decades and the steepest swing is a lower bound on the gate voltage you need, and it can be far from the value. The number to take is the swing averaged over the decades between your two currents, on a curve measured at the right drain voltage.

### From the swing to the gate window

Let $\ell=\log_{10}(I/I_{\rm ref})$, with any fixed reference current, and let the current rise steadily with gate voltage $V_G$, without hysteresis. The point swing is

$$S=\frac{dV_G}{d\ell}.$$

A small $S$ means a steep curve. Integrating from the off-state to the on-state gives the gate window

$$\Delta V=\int_{\ell_{\rm off}}^{\ell_{\rm on}}S\,d\ell=N\bar S,\qquad N=\log_{10}\frac{I_{\rm on}}{I_{\rm off}},$$

where $\bar S$ is the mean over decades. Since $S\ge S_{\min}$ throughout the range, $\Delta V\ge N S_{\min}$. No upper bound follows from $S_{\min}$, because the rest of the curve may be as flat as one likes.

A narrow steep feature shows how little one point can be worth. Take a constant swing $S_0$ with a Gaussian dip down to $S_1$, centred well inside the range:

$$S(\ell)=S_0-(S_0-S_1)\,e^{-(\ell-\ell_0)^2/2s^2}.$$

The Gaussian has area $s\sqrt{2\pi}$, so the dip saves $(S_0-S_1)s\sqrt{2\pi}$. With $S_0=59.53$ mV/decade, $S_1=1$ mV/decade and $s=0.05$ decade, the saving is $58.53\times0.05\times2.507=7.34$ mV. The four-decade window falls from 238.1 to 230.8 mV, although the curve has a point at 1 mV/decade.

The word "average" also needs care. Averaging $S$ over equal steps of gate voltage gives, with $dV_G=S\,d\ell$,

$$\frac{1}{\Delta V}\int S\,dV_G=\frac{\int S^2d\ell}{\int S\,d\ell}=\frac{\overline{S^2}}{\bar S}\ge\bar S,$$

because the variance $\overline{S^2}-\bar S^2$ is not negative. Equal voltage steps put too much weight on the flat part. The harmonic mean over voltage does work: $\int dV_G/S=\int d\ell=N$, so its value is $\Delta V/N=\bar S$. In practice, read the two gate voltages and divide their difference by $N$.

### From the gate window to the supply

In a logic gate the off transistor has $V_G=0$ and drain voltage $V_{DD}$. I define the on-current at $V_G=V_{DD}$ and drain voltage $V_{DD}$. If the threshold can be placed freely, for instance through the gate work function, the off-state can be put at $V_G=0$. Then

$$V_{DD}=\Delta V(V_{DD})=N\bar S(V_{DD}).$$

The supply appears on both sides because the curve depends on drain voltage. A transfer curve taken at another drain voltage does not, in general, give the supply.

If there is hysteresis, the gate must rise far enough to reach $I_{\rm on}$ on the upward branch and fall far enough to reach $I_{\rm off}$ on the downward branch. The required excursion is $V_{\rm up}(I_{\rm on})-V_{\rm down}(I_{\rm off})$. This is the upward window plus the separation $V_{\rm up}(I_{\rm off})-V_{\rm down}(I_{\rm off})$ of the branches. A steep branch may therefore be paid for by the loop.

### Why the tunnel device starts steep and becomes flat

Consider a ballistic ribbon with one subband, gap $E_g$ and band velocity $v$. Let $w$ be the source valence edge minus the channel conduction edge: negative $w$ means no overlap, positive $w$ an open window. With ideal gate control, one volt on the gate changes $w$ by 1 eV.

**Transmission.** Measured from midgap, the bands obey $\varepsilon^2=(E_g/2)^2+(\hbar vk)^2$. In a uniform field $F$, the energy relative to the local midgap is $\varepsilon=qFx$. Inside the gap $k=i\kappa$, with

$$\kappa=\frac{\sqrt{(E_g/2)^2-(qFx)^2}}{\hbar v}.$$

The tunnelling exponent is twice the integral of $\kappa$ between the points where it vanishes. That integral is the area of a half-ellipse with semi-axes $E_g/(2qF)$ and $E_g/(2\hbar v)$, so

$$T=\exp\left(-2\cdot\frac{\pi}{2}\cdot\frac{E_g}{2qF}\cdot\frac{E_g}{2\hbar v}\right)=\exp\left(-\frac{\pi E_g^2}{4\hbar v\,qF}\right).$$

Across the junction, of length $\lambda$, the conduction edge falls from $E_g$ to $-w$, measured from the source valence edge. Hence $qF=(E_g+w)/\lambda$ and

$$T(w)=e^{-\alpha/(E_g+w)},\qquad \alpha=\frac{\pi E_g^2\lambda}{4\hbar v}.$$

For $w<0$ the junction drop is smaller than the gap, so the path to a tail state ends before the second turning point. I keep the same formula there as an approximation.

**Current.** From here on energies are in eV and voltages in V, so that $qV$ has the numerical value $V$. The energy zero is the source Fermi level, taken to lie at the source valence edge. With $f(E)=1/(1+e^{E/kT})$, two spins and drain voltage $V$,

$$I=G_0T(w)\int_{-\infty}^{0}D(E+w)\,[f(E)-f(E+V)]\,dE,\qquad G_0=\frac{2q^2}{h}.$$

The function $D(x)=1/(1+e^{-x/E_0})$ replaces a sharp channel edge by a soft one. It is a simple model of disorder, with $E_0$ the decay energy of the tail.

*Before overlap*, $D(E+w)\approx e^{w/E_0}e^{E/E_0}$. The remaining integral does not depend on $w$, so $\ln I=\text{const}+w/E_0-\alpha/(E_g+w)$ and

$$\frac{d\ln I}{dw}=\frac1{E_0}+\frac{\alpha}{(E_g+w)^2},\qquad S=\frac{\ln10}{d\ln I/dw}.$$

The first term dominates when $E_0$ is small. The steep point thus reports mainly how sharp the band edge is.

*After overlap*, take the edge as sharp, so the integral runs from $-w$ to 0. An antiderivative of $f(E)$ is $-kT\ln(1+e^{-E/kT})$. The source term gives

$$kT\ln(1+e^{w/kT})-kT\ln2\approx w-kT\ln2$$

for $w\gg kT$. The drain term gives $kT\ln(1+e^{(w-V)/kT})$ after a piece of order $kTe^{-V/kT}$ is dropped. Therefore

$$I\approx G_0T(w)\,\Omega,\qquad \Omega=w-kT\ln2-kT\ln\left(1+e^{(w-V)/kT}\right).$$

Differentiating at fixed $V$,

$$\frac{d\ln I}{dw}=\frac{1}{\Omega}\,\frac{1}{1+e^{(w-V)/kT}}+\frac{\alpha}{(E_g+w)^2}.$$

The large term $1/E_0$ has gone. The window grows roughly linearly with gate voltage, and a linear increase takes ever more voltage per decade. The slow rise of the transmission adds a second, modest term.

### The conventional device on the same ribbon

Here let $w$ be the source Fermi level minus the channel conduction edge, so the edge is at $E=-w$. There is no tunnelling factor. Well below threshold $f(E)\approx e^{-E/kT}$, and the difference of occupations is $e^{-E/kT}(1-e^{-V/kT})$. With $x=E+w$,

$$I\approx G_0(1-e^{-V/kT})\,e^{w/kT}\int_{-\infty}^{\infty}\frac{e^{-x/kT}}{1+e^{-x/E_0}}dx.$$

Put $y=e^{-x/E_0}$ and $\theta=E_0/kT$. The integral becomes $E_0\int_0^\infty y^{\theta-1}/(1+y)\,dy$, a standard integral equal to $E_0\pi/\sin\pi\theta$ for $0<\theta<1$. Compared with the sharp-edge value $kT$, the current is multiplied by $\pi\theta/\sin\pi\theta$. This factor is independent of $w$, so the swing stays at $kT\ln10$. The lower limit may be taken to $-\infty$ because, for $E_0<kT$, the integrand dies away below the edge.

### Numbers for your two currents

I take a ribbon roughly 2 nm wide with rough typical values $E_g=0.65$ eV and $v=10^6$ m/s, so $\hbar v=0.6582$ eV nm. The other choices are $E_0=10$ meV, $\lambda=6$ nm and $T=300$ K, where $kT=25.85$ meV. Then

$$\alpha=\frac{\pi(0.65)^2(6)}{4(0.6582)}=3.025\ {\rm eV}.$$

The transmission is 0.0095 at $w=0$ and 0.0440 in the on-state found below. Direct propagation of the two-band wave equation through a uniform field that extends well beyond the junction gives values that agree to about 0.2%. If the field instead stops abruptly at both ends of the junction, the transmission depends on energy: it is lower near the edges of the open window and higher in the middle. For the numbers here this would lower the tunnel supply found below by roughly 40 mV. The order of the two devices would stay the same, but the exact crossing points given later belong to the simple formula.

Evaluating the full current integrals and solving the supply condition gives:

- Tunnel device: $w$ runs from $-35.0$ to $318.3$ meV, so $V_{DD}=0.353$ V and $\bar S=88.3$ mV/decade.
- Conventional device: $w$ runs from $-262.8$ to $-14.9$ meV, so $V_{DD}=0.248$ V and $\bar S=62.0$ mV/decade.

The device with the steep point needs 105 mV more. Its bound $NS_{\min}$ is 86 mV, a quarter of the true supply. If the switching energy is $CV_{DD}^2$ with equal capacitance $C$, it uses 2.03 times the energy. Each device's voltage is spent as follows, at its own $V_{DD}$ on the drain:

| Current range | Tunnel | Conventional |
|---|---:|---:|
| 0.1–1 nA | 22.3 mV | 59.5 mV |
| 1–10 nA | 29.8 mV | 59.6 mV |
| 10–100 nA | 75.6 mV | 60.6 mV |
| 100–1000 nA | 225.5 mV | 68.1 mV |

The tunnel device is steeper than the thermal value of 59.5 mV/decade for 2.34 of the four decades, up to 22 nA. The last decade alone then costs nearly as much as the whole range of the conventional device.

The limiting formulas explain both ends. At the off-state, $\alpha/(0.615)^2=8.0$ per volt and $1/E_0=100$ per volt, so $S\approx2.303/108=21.3$ mV/decade; the full integral gives 21.6. At the on-state $w-V=-35.0$ meV, and

$$\Omega=318.3-17.9-5.9\approx294.4\ {\rm meV}.$$

The current is $77.48\ \mu{\rm S}\times0.0440\times0.2944\ {\rm V}\approx1.00$ µA, as required. The logarithmic slope is $0.795/0.2944+3.025/(0.968)^2=5.93$ per volt, hence $S\approx390$ mV/decade, against 393 from the full integral.

Averaging the tunnel device's swing over gate voltage would give 179 mV/decade, twice the relevant mean.

### When the steep device does win

Shorten the junction to 3 nm, with everything else and both target currents fixed. The steepest swing in the range is 22.1 mV/decade, marginally worse than before, yet $V_{DD}$ falls to 0.173 V. Halving $\lambda$ halves $\alpha$, which raises the transmission and brings the on-current within reach at a smaller overlap. Two devices with almost the same best point thus differ by a factor of two in supply. For the stated currents the tunnel and conventional devices tie at $\lambda=4.43$ nm.

The required range matters as well. Keep $\lambda=6$ nm and $I_{\rm off}=0.1$ nA, but lower the on-current target: the two supplies become equal at about 298 nA, where both are 0.210 V.

Extending the range downward also favours the tunnel device, as long as its tail continues. Each added decade costs it about 21 mV, against 60 mV for the conventional one. The 105 mV deficit would vanish after roughly 2.7 more decades, if the change in drain voltage and all leakage could be ignored. That would put the off-current near 0.2 pA, but on this ribbon leakage cannot be ignored so far down. Each added decade raises both the barrier and the drain voltage of the conventional device by about 60 mV, so its channel valence edge moves about 120 meV towards the drain conduction edge. With the contact filling used below, the two are 89 meV apart at 0.1 nA. Band-to-band tunnelling at the drain therefore opens within the first added decade, and the leakage estimates below no longer apply. The 2.7 decades describe the ideal curves only.

### What a real ribbon would change

Per unit ribbon width, the targets are 500 µA/µm on and 50 nA/µm off, a plausible regime for fast logic; gaps between ribbons would lower both. The 2 nm width and 0.65 eV gap belong together only roughly, since the gap also depends on edge structure. The 10 meV edge and the abrupt 6 nm junction assume a well-ordered ribbon and sharp doping. Rough edges break the first assumption: with $E_0=20$ meV, the tail formula at $w=-35$ meV gives $2.303/(50+8)\approx40$ mV/decade instead of 21.

For a 40 nm channel, direct source-drain tunnelling, estimated from the exponential decay factor alone, adds 0.003 pA to the tunnel device and 0.64 pA to the conventional one. The second figure is too high, by a factor of about 20 for a barrier with abrupt edges and about 6 for one with 15 nm ramps. It comes from energies just below the barrier top, where the decay factor alone overstates the transmission. Elastic band-to-band tunnelling at the drain adds an estimated 0.5 pA or less, with n-type contacts filled to 0.05 eV above their band edge. These elastic contributions are each below 1% of the 100 pA off-current. Phonon-assisted tunnelling at the drain, and the holes it can leave in the channel of the conventional device, are not included and could matter more.

Channel charge opposes the gate. For a double gate with 2 nm of insulator of relative permittivity 20, the estimated on-state shifts are 16 mV for the tunnel device and 11 mV for the conventional one, too similar to change the order.

Phonon absorption can lift electrons across the closed window. A rough estimate with a 0.2 eV phonon and full coupling, counting absorption only, raises the tunnel supply to about 0.375 V. Phonon emission, left out here, would add on-current once the window exceeds 0.2 eV and could offset much of this rise. In that estimate most of the off-current is phonon-assisted, and the curve is no longer steep at its low end. Further decades downward would then not be cheap, so the 21 mV per added decade holds only without such processes. A source resistance of 10 kΩ would take another 10 mV from the gate drive at 1 µA.

The on-state junction field is 1.6 MV/cm, and $V_{DD}$ divided by the insulator thickness is 1.8 MV/cm. The latter is below the roughly 4 MV/cm at which good films of such permittivity break down. Gate leakage and traps are not included.

At 358 K, with thresholds reset to keep both currents, the supplies are 0.356 V for the tunnel device and 0.293 V for the conventional one. Heat narrows the difference, because the thermal swing grows with $kT$ while the assumed band tail does not. Within the model the order remains the same, but the conventional figure is less secure. Its off-state now has $w=-317$ meV, which puts the channel valence edge at $-0.333$ eV, about 10 meV above the drain conduction edge at $-0.343$ eV. Band-to-band tunnelling at the drain is then open, holes can collect in the channel and lower the barrier, and the 300 K leakage estimates do not carry over.

For your choice of device, then, fix $I_{\rm off}$ and $I_{\rm on}$ first, find the self-consistent $V_{DD}$ of each candidate, and compare those voltages. The steepest point tells you that part of the range is cheap; you still have to pay for the rest. The numerical output below gives the remaining intermediate values.

## Calculated quantities

```
Temperature 300 K; kT = 25.85 meV
Gap 0.65 eV; soft edge 10 meV; junction 6.0 nm
Band velocity 1.0e+06 m/s; hbar*v = 0.6582 eV nm
Conductance quantum 2q^2/h = 77.48 uS
I_off = 0.10 nA; I_on = 1.00 uA; N = 4.0
Tunnel exponent parameter alpha = 3.0248 eV
T at w=0: formula 0.00953, propagated 0.00951
T on: formula 0.04399, propagated 0.04393
Thermal swing kT ln10/q = 59.53 mV/decade
Tunnel: w_off = -35.0 meV, w_on = 318.3 meV
Thermionic: w_off = -262.8 meV, w_on = -14.9 meV
Tunnel steepest swing in range = 21.59 mV/decade
Tunnel swing at I_on = 392.6 mV/decade
On-state overlap integral, formula = 294.4 meV
On-current from limiting formula = 1.0035 uA
Thermionic tail factor = 1.2963
Tunnel supply V_DD = 0.3533 V
Thermionic supply V_DD = 0.2479 V
Tunnel decade-mean swing = 88.32 mV/decade
Thermionic decade-mean swing = 61.97 mV/decade
Tunnel voltage-mean swing = 179.47 mV/decade
Tunnel harmonic voltage mean = 88.32 mV/decade
Lower bound N*S_min = 0.0864 V
Energy ratio tunnel/thermionic, equal C = 2.031
Decade 0.1-1.0 nA: tunnel 22.3 mV, thermionic 59.5 mV
Decade 1.0-10.0 nA: tunnel 29.8 mV, thermionic 59.6 mV
Decade 10.0-100.0 nA: tunnel 75.6 mV, thermionic 60.6 mV
Decade 100.0-1000.0 nA: tunnel 225.5 mV, thermionic 68.1 mV
Tunnel swing at 0.1 nA = 21.6 mV/decade
Tunnel swing at 1.0 nA = 23.8 mV/decade
Tunnel swing at 10.0 nA = 41.5 mV/decade
Tunnel swing at 100.0 nA = 126.2 mV/decade
Tunnel swing at 1000.0 nA = 392.6 mV/decade
Tunnel swing passes thermal value at 21.81 nA
Decades below thermal swing = 2.34
Dip: minimum 1.0 mV/decade, width s 0.05 decade
Dip: window 230.77 mV, saving 7.34 mV
3 nm junction: V_DD 0.1727 V, steepest 22.10 mV/decade
Junction length for equal V_DD = 4.43 nm
Tie on-current = 297.8 nA at V_DD = 0.2101 V
Channel 40 nm long, 2 nm wide; n+ degeneracy 0.05 eV
Direct leakage: tunnel 0.0034 pA, thermionic 0.6398 pA
Drain leakage: tunnel 4.96e-07 pA, thermionic 4.64e-01 pA
Insulator 2 nm, permittivity 20; C = 0.354 nF/m
Charge shift: tunnel 16.3 mV, thermionic 10.6 mV
Phonon 0.20 eV, occupation 4.37e-04; tunnel V_DD 0.3745 V
On-state junction field = 1.61 MV/cm
Insulator field scale V_DD/thickness = 1.77 MV/cm
At 358 K: tunnel 0.3562 V, thermionic 0.2930 V
```
